Fowler–Nordheim Transmission Prefactor from Airy Matching at a Sharp Triangular Barrier

**1. A step without an exit**

Let an electron move along x with V = 0 for x < 0 and a constant potential V = E + φ for x > 0. Here E > 0 is its kinetic energy on the left, and φ > 0 is the height of the potential above that energy. In Hartree atomic units, with the free-electron mass, define

k = √(2E), κ = √(2φ). (1)

The wave is exp(ikx) + r exp(−ikx) on the left and t exp(−κx) on the right. Continuity of the wave and of its slope at x = 0 gives

1 + r = t, ik(1 − r) = −κt. (2)

Dividing the second equation by ik gives 1 − r = iκt/k. Adding the first gives 2 = t(1 + iκ/k), so

t = 2k/(k + iκ), |t|² = 4k²/(k² + κ²) = 4E/(E + φ). (3)

Then r = t − 1 = (k − iκ)/(k + iκ), and |r| = 1. Nothing is transmitted, yet the density at the surface is not zero. If the barrier is now given a distant exit, this density feeds a small leak. The surface sets how much density is available, and the interior sets how strongly it decays. The calculation below turns this picture into a transmission probability.

**2. The triangular barrier**

Replace the constant potential by

V(x) = 0 for x < 0, V(x) = E + φ − Fx for x > 0, (4)

where F > 0 is the force on the electron, equal in these units to the magnitude of the electric field. The surface is planar, so the momentum parallel to it is conserved. E is the normal part of the kinetic energy, and the problem is one-dimensional.

The height φ is measured from the electron's own normal energy. If the barrier top is instead specified by its height H above the band bottom, then φ = H − E, and H − E must be inserted wherever φ appears. For an electron at the Fermi level with no parallel momentum, φ is the work function.

For x > 0 the Schrödinger equation is

d²ψ/dx² = 2(φ − Fx)ψ. (5)

Introduce

a = (2F)^(1/3), z = a(φ/F − x). (6)

Since d/dx = −a d/dz, the left side of (5) is a² d²ψ/dz². Since φ − Fx = Fz/a, the right side is 2Fzψ/a = a²zψ. Hence

d²ψ/dz² = zψ, (7)

which is Airy's equation. The exit of the barrier, x = φ/F, is at z = 0. The surface is at

z₀ = aφ/F. (8)

**3. The outgoing solution**

Far outside, the electron must move away from the surface. We need the solution that does this, together with its size deep inside the barrier. Put ζ = (2/3)z^(3/2), so that dζ/dz = √z, and try w = f g with f = z^(−1/4) exp(ζ). Then

f′/f = √z − 1/(4z),

f″/f = (f′/f)² + (f′/f)′
= z − 1/(2√z) + 1/(16z²) + 1/(2√z) + 1/(4z²)
= z + 5/(16z²). (9)

Equation (7) therefore becomes

g″ + 2[√z − 1/(4z)]g′ + 5g/(16z²) = 0. (10)

For large |z|, g tends to a constant, and f alone is the leading form.

To connect the two sides of z = 0, let z = s exp(iθ) with s large and follow the arc from θ = −π to θ = 0. The modulus of exp(ζ) is governed by cos(3θ/2). It is smallest at θ = −2π/3 and grows steadily from there towards both ends of the arc. Choose the solution that decays along θ = −2π/3. Followed outward in either direction, its leading form grows or reaches unit modulus, while the other exponential, exp(−ζ), shrinks relative to it. An admixture of the other exponential therefore cannot overtake the leading form, and one formula holds at both ends:

w ≈ π^(−1/2) z^(−1/4) exp(ζ). (11)

The factor π^(−1/2) is a choice of normalization. At θ = −π one has z^(3/2) = i s^(3/2) and z^(−1/4) = s^(−1/4) exp(iπ/4), so that

w(−s) ≈ π^(−1/2) s^(−1/4) exp[i(2s^(3/2)/3 + π/4)]. (12)

Outside the barrier s increases with x. With the time factor exp(−iEt), (12) is a wave travelling to the right, as required.

On the real axis write w = Bi + i Ai, with Bi and Ai real. These are the standard Airy functions. Both solve (7), because its coefficients are real. For positive z the leading form (11) is real, so Bi grows as (11), while Ai contains no growing part and must decay.

Their Wronskian is constant, because (7) has no first-derivative term. From (12), dw/dz = −dw/ds ≈ −i√s w, and |w|² ≈ 1/(π√s). Therefore

Im(w* w′) = Bi Ai′ − Ai Bi′ = −1/π. (13)

This also fixes the size of the decaying function. Put Ai ≈ c z^(−1/4) exp(−ζ) for large positive z. Then Ai′ ≈ −√z Ai and Bi′ ≈ √z Bi, so the left side of (13) is −2√z Ai Bi = −2c/√π. Hence c = 1/(2√π).

**4. Matching at the surface**

For x > 0 set ψ = C w(z). Its slope is dψ/dx = −aC w′(z). The particle flux is Im(ψ* dψ/dx), so by (13) the transmitted flux is

j_out = −a|C|² Im(w* w′) = a|C|²/π. (14)

Its positive sign confirms the choice of w. The incident wave exp(ikx) carries flux k. At x = 0, with w and w′ taken at z₀, continuity requires

1 + r = C w, ik(1 − r) = −aC w′. (15)

Multiply the first equation by ik and add the second. The terms in r cancel, leaving 2ik = C(ikw − aw′), or

C = 2ik/(ikw − aw′). (16)

The transmission probability is T = j_out/k = a|C|²/(πk), so

T = (4ka/π)/|ikw − aw′|². (17)

Expand the denominator, using (13) for the cross term:

|ikw − aw′|² = k²|w|² + a²|w′|² − 2ka Re[(iw)* w′]
= k²|w|² + a²|w′|² − 2ka Im(w* w′)
= k²|w|² + a²|w′|² + 2ka/π. (18)

The second line follows because (iw)* = −iw* and Re(−iX) = Im X. Substitution in (17) and inversion give

1/T = 1/2 + π[k²(Ai² + Bi²) + a²(Ai′² + Bi′²)]/(4ka), (19)

with all functions at z₀. No approximation has been made within the model (4).

**5. The opaque limit**

At the surface,

2ζ₀ = (4/3)z₀^(3/2) = (4/3)√(2F)(φ/F)^(3/2) = 4√2 φ^(3/2)/(3F) ≡ S. (20)

This is also the semiclassical exponent, twice the integral of √[2(φ − Fx)] from 0 to φ/F. The barrier is opaque when S ≫ 1. In that limit (11) gives

|w|² ≈ exp(S)/(π√z₀), |w′|² ≈ √z₀ exp(S)/π. (21)

The contributions of Ai² and Ai′² are smaller by a factor of order exp(−2S). From (6) and (8), a²z₀ = a³φ/F = 2φ, so

a√z₀ = κ. (22)

Insert (21) in (18) and take out the common factor exp(S)/(π√z₀). The slope term becomes a²z₀ = κ², and the last term becomes 2ka√z₀ exp(−S) = 2kκ exp(−S). Thus (17) reads, to leading order in each term,

T ≈ 4kκ exp(−S)/[k² + κ² + 2kκ exp(−S)]. (23)

Since 2kκ ≤ k² + κ², the last term in the denominator is at most a fraction exp(−S) of the other two together. Dropping it gives

T ≈ [4kκ/(k² + κ²)] exp(−S) = [4√(Eφ)/(E + φ)] exp(−S). (24)

The second form follows from kκ = 2√(Eφ) and k² + κ² = 2(E + φ). This is the Fowler–Nordheim transmission with its prefactor.

**6. What the prefactor counts**

Equation (15) says that Cw(z₀) is the amplitude at the surface, ψ(0). From (14), (21) and (22), the transmitted flux in the opaque limit is

j_out = a|ψ(0)|²/(π|w|²) ≈ κ|ψ(0)|² exp(−S). (25)

The surface density is that of the step: w′/w ≈ √z₀, so (16) reduces to Cw ≈ 2ik/(ik − κ) = 2k/(k + iκ), which is t in (3). Therefore

T ≈ (κ/k)|t|² exp(−S), (26)

which is (24) again. For E ≪ φ the step almost expels the electron: |t|² ≈ 4E/φ. Division by the small incident flux leaves a prefactor 4√(E/φ), which vanishes as E → 0. For E ≫ φ the surface density approaches 4, the crest of a standing wave, but κ/k becomes small and the prefactor is 4√(φ/E). Between these limits it has its maximum, 2, at E = φ, because 2kκ ≤ k² + κ² with equality at k = κ. A prefactor above one is no contradiction, since the probability is its product with a small exponential.

A smooth entrance gives a different result. Suppose the potential rises gradually through the energy E, nearly linearly near the crossing. The wave there is proportional to Ai, with its argument now increasing into the barrier. On the allowed side, the imaginary part of (12) is π^(−1/2) s^(−1/4) sin(2s^(3/2)/3 + π/4). The sine consists of an incoming and a reflected wave, each with squared modulus 1/(4π√s). With a denoting the local inverse length, the local wave number is a√s, so the incoming flux is a/(4π). On the forbidden side the local decay constant is a√z, and

a√z Ai² ≈ a exp(−2ζ)/(4π). (27)

The product of decay constant and density is thus the incoming flux times the semiclassical decay factor. Let the local decay constant q(x) also vary slowly through the curved part of the barrier. There ψ ∝ q^(−1/2) exp(−∫q dx) gives ψ″ = [q² + 3q′²/(4q²) − q″/(2q)]ψ, with primes denoting d/dx. The last two terms are small beside q², so this is the decaying solution to leading order, and q|ψ|² keeps falling as exp(−2∫q dx). On the final linear slope, (25) holds with any point well before the exit taken as its starting point, and it carries the rule to the outgoing flux. Hence T ≈ exp(−S) with prefactor one, where S is now the exponent of the smooth barrier. The factor 4√(Eφ)/(E + φ) therefore belongs to the sharp face.

**7. First correction and uniformity**

The next term in the Airy functions shows how quickly (24) is approached. Put g = 1 + c₁z^(−3/2) in (10). At order z^(−2) the equation is −3c₁ + 5/16 = 0, so c₁ = 5/48. Because z^(−3/2) = 2/(3ζ),

Bi ≈ π^(−1/2) z^(−1/4) exp(ζ)[1 + 5/(72ζ)]. (28)

For the slope, w′/w = √z − 1/(4z) + g′/g. The last term is of order z^(−5/2) and does not enter at this order. The first two equal √z[1 − 1/(6ζ)]. Multiplying by (28) and using 5/72 − 12/72 = −7/72,

Bi′ ≈ π^(−1/2) z^(1/4) exp(ζ)[1 − 7/(72ζ)]. (29)

Squaring doubles the small terms. With ζ₀ = S/2, the denominator k² + κ² becomes

k²[1 + 5/(18S)] + κ²[1 − 7/(18S)]. (30)

Its inverse, to first order in 1/S, gives

T = [4√(Eφ)/(E + φ)] exp(−S) {1 + (7φ − 5E)/[18S(E + φ)] + O(S^(−2))}. (31)

The two terms in (30) are positive, and their relative corrections depend on S alone. Their sum cannot have a larger relative error than the worse of the two. The approximation is therefore uniform in E/φ at fixed S, even where the prefactor itself is small. At S = 13.04, sampling E/φ from 10⁻⁴ to 10⁴ gives a largest deviation of the exact T from (24) of 3.3%, relative to (24).

The condition is on S, not on E. If φ → 0 at fixed F, then S → 0 and (24) fails: it predicts T → 0, whereas (19) tends to a nonzero value for E > 0.

**8. A worked case**

Take E = 10 eV, φ = 4.5 eV and a field of 5 V/nm, which is 50 MV/cm. The barrier width at energy E is

φ/F = 4.5/5 = 0.900 nm. (32)

The wave numbers are k = 16.201 nm⁻¹ and κ = 10.868 nm⁻¹. Since κ = √(2φ), equation (20) can be written S = (4/3)κφ/F, and

S = (4/3)(10.868)(0.900) = 13.04. (33)

The prefactor is

4√(10 × 4.5)/(10 + 4.5) = 4(6.708)/14.5 = 1.851. (34)

Equation (24) gives T = 4.013 × 10⁻⁶. The Airy result (19) gives 3.988 × 10⁻⁶, and direct numerical integration of the Schrödinger equation agrees with it to the digits shown. The limit is 0.6% above the exact result. Equation (31) accounts for most of this: its coefficient is (31.5 − 50)/(18 × 14.5) = −0.071, which divided by S is −0.5%.

With E and φ fixed, the limit exceeds the exact T by 0.3% at 2.5 V/nm and by 1.7% at 10 V/nm. At 50 V/nm, S is only 1.30 and the barrier is no longer opaque. The limit gives 0.502 and the exact result is 0.379, so the limit is 32% too high. Most of the difference comes from the term 1/2 in (19): adding it to 1/0.502 gives T = 0.401.

The role of the face can be seen at 2.5 V/nm by multiplying E + φ − Fx by 1/[1 + exp(−x/b)] and letting the product extend over all x. For the sharp face, T exp(S) = 1.845. For b = 0.01, 0.05 and 0.15 nm, with S recalculated for each barrier, it is 1.400, 1.052 and 1.014. The electron wavelength on the left is 0.388 nm. In this example the prefactor is within about 5% of one at b = 0.05 nm, about an eighth of that wavelength; how close it comes at a given fraction depends on E.

This does not mean that smoothing reduces the transmission in this example. For E = 10 eV this smoothing also thins the barrier, and S falls from 26.08 to 20.89 at b = 0.15 nm. T itself rises about a hundredfold. Even at b = 0.01 nm the drop from 1.845 to 1.400 mostly reflects the smaller S; T changes by about 6%. The direction depends on E/φ: for E = 1 eV, with the same φ and field, the smoothing at b = 0.15 nm raises S by about 0.6 and lowers T to about 0.4 of its sharp-face value.

**9. Comparison with a field emitter**

The chosen numbers lie in the regime of a tungsten field-emission tip: a work function near 4.5 eV and a field of a few V/nm are rough typical values. The energy E = 10 eV is a free-electron stand-in for the depth of the occupied band, not a property of tungsten's real band structure. The assumption that fails most severely among those sized here is the neglect of the image attraction. The estimates below change one assumption at a time, with E, the nominal φ and F fixed, so their factors should not simply be multiplied.

An electron outside a metal is attracted to its image with potential energy −1/(4x). The barrier top is lowered by the minimum of Fx + 1/(4x). Setting the derivative F − 1/(4x²) to zero gives x = 1/(2√F) and a lowering of √F, here 2.68 eV. Continue this classical potential inward until it meets the band bottom, and place the metal there. The exponent then falls from 13.04 to 7.58, and T becomes 4.3 × 10⁻⁴, about 108 times the triangular value. The exponent alone would give a factor exp(5.46) ≈ 235; the rest is a change of T exp(S) from 1.84 to 0.84. The triangular T is therefore not a prediction for a real tip, and the prefactor of the sharp triangle does not carry over to the image-rounded barrier. The classical image form is itself unreliable within atomic distances of the surface, and the numbers 108 and 0.84 depend on how it is joined to the metal. Ending it with a step to the band bottom at 0.074 nm, instead of continuing it to 0.025 nm, gives about 134 and 1.04. With the original join, E = 5 eV gives 139 and 1.18, and E = 15 eV gives 97 and 0.69. Only the order of magnitude of the enhancement, about a hundred, is robust. For φ = 4.5 eV the lowering √F equals the full barrier height at about 14 V/nm, so the 50 V/nm case in section 8 tests the formula for the triangle and does not describe a real metal surface.

The field also penetrates the metal. In linear Thomas–Fermi screening, an electron potential energy V changes the density by −gV, where g is the density of states at the Fermi energy. Poisson's equation is then V″ = 4πgV. For free electrons the density is k³/(3π²), so g = k/π². The solution with slope −F at the surface is V = −Fλ exp(x/λ), with λ = (4πg)^(−1/2) = 0.051 nm. The barrier is lowered by Fλ = 0.25 eV. By (20), a small change δφ at fixed F changes the exponent by 3Sδφ/(2φ), here about 1.1, which suggests a factor of 3.0. Integration with the full potential gives 2.9. This is a rough estimate: λ is much shorter than the electron wavelength, where a local screening model is not reliable. It also omits the spill-out of electrons beyond the surface, which can move the screening charge outward and so reduce the lowering or even reverse it: if the field began only 0.026 nm outside the step, T would fall to a little over half the triangular value.

Three other effects are smaller for these numbers. Around a spherical tip of radius R the field weakens outward, and Fx is replaced by Fx/(1 + x/R). For R = 50 nm this multiplies T by 0.83. Thermal occupation at 300 K, with free-electron supply, a Fermi energy of 10 eV and the barrier unchanged, raises the total current by 2.2% relative to zero temperature.

The third is the effective mass m in the metal, considered for zero parallel momentum. Continuity then applies to ψ and to its slope divided by the mass. With the velocity v = √(2E/m), the slope condition in (15) becomes iv(1 − r) = −aCw′, and the incident flux becomes v. Thus v replaces k throughout, and the prefactor is

4vκ/(v² + κ²). (35)

At fixed E it is 1.55 for m = 0.5 and 2.00 for m = 2. Direct integration gives T equal to 0.83 and 1.09 times its value for m = 1. The exponent, which depends on the vacuum side alone, is unchanged, so the mass acts only through the prefactor. For these two masses the effect is modest; a much smaller mass would reduce T more strongly.

The numerical output below lists the main computed values, many of them with more digits.

Calculated quantities

```
E = 10.00 eV, phi = 4.50 eV
field = 5.00 V/nm = 50.0 MV/cm
barrier width phi/F = 0.900 nm
k = 16.201 1/nm, kappa = 10.868 1/nm
a = 5.082 1/nm, z0 = 4.5736 (no unit)
exponent S = 13.0415 (no unit)
limiting prefactor = 1.85054
exact T*exp(S) = 1.83894
T exact = 3.98783e-06, T limit = 4.01298e-06
flux check (1-|r|^2)/T - 1 = 1.4e-10
field V/nm |   S   |  T exact  |  T limit  | limit/exact
   2.5   26.083 8.6770e-12 8.7023e-12 1.0029
   5.0   13.041 3.9878e-06 4.0130e-06 1.0063
  10.0    6.521 2.6797e-03 2.7251e-03 1.0169
  50.0    1.304 3.7926e-01 5.0224e-01 1.3243
direct T = 3.98782e-06; relative shift on
  moving outer boundary inward = -4.6e-06
E/phi = 0.200: c measured 0.2781, formula 0.2778
E/phi = 1.000: c measured 0.0556, formula 0.0556
E/phi = 2.222: c measured -0.0710, formula -0.0709
E/phi = 5.000: c measured -0.1669, formula -0.1667
largest relative error, E/phi 1e-4 to 1e4 = 0.0331
largest prefactor = 2.0000 at E/phi = 1.000
smoothed face at 2.50 V/nm:
  sharp: T*exp(S) = 1.8452
  width 0.01 nm: S = 25.746, T*exp(S) = 1.4000
  width 0.05 nm: S = 24.389, T*exp(S) = 1.0515
  width 0.15 nm: S = 20.891, T*exp(S) = 1.0142
electron wavelength in metal = 0.388 nm
image: barrier lowering = 2.683 eV
image: semiclassical exponent = 7.581
image: T = 4.302e-04, T/T_triangle = 107.9
penetration: screening length = 0.0506 nm
penetration: energy drop = 0.253 eV
penetration: T/T_triangle = 2.926
tip radius 50 nm: T/T_triangle = 0.827
metal mass 0.5: prefactor rule = 1.5489, T/T_triangle = 0.831
metal mass 2.0: prefactor rule = 1.9972, T/T_triangle = 1.089
current at 300 K / current at 0 K = 1.0220
```
